# Why the Nernst voltage stops scale growth but not electronic leakage

**Question**

I am working on an exercise about an oxide scale that conducts both metal ions and electrons. The partial conductivities $\sigma_i$ and $\sigma_e$ are constant, and the electrodes on the two faces are reversible. I have to show that applying the Nernst voltage across the scale stops ionic growth while an electronic leakage current continues.

Two things confuse me. If the applied voltage balances the chemical driving force, why is the scale not in equilibrium, with no current at all? And at open circuit the total current is already zero, so why does growth not stop there?

**Answer**

The ions and the electrons respond to different driving forces. The Nernst voltage cancels the ionic one, and open circuit cancels neither: it makes two nonzero currents add to zero.

**Setting up the two currents**

Let the alloy be at $x=0$ and the oxygen gas at $x=L$. Current is positive from alloy to gas. The mobile ion is $M^{z+}$, and electrochemical potentials are per mole:

$$\eta_{ion}=\mu_{ion}+zF\phi,\qquad \eta_e=\mu_e-F\phi .$$

I assume linear transport in one dimension, with each species driven by its own electrochemical potential gradient:

$$i_{ion}=-\frac{\sigma_i}{zF}\frac{d\eta_{ion}}{dx},\qquad i_e=+\frac{\sigma_e}{F}\frac{d\eta_e}{dx}.$$

The signs differ because the charges do. A voltmeter with identical metal leads reads differences of $\pi=-\eta_e/F$, not of $\phi$ alone. In terms of $\pi$,

$$i_e=-\sigma_e\frac{d\pi}{dx}.$$

Inside the oxide, the reaction $M\rightleftharpoons M^{z+}+z\,e^-$ is in local equilibrium, so

$$\mu_M=\eta_{ion}+z\eta_e=\eta_{ion}-zF\pi
\quad\Rightarrow\quad \eta_{ion}=\mu_M+zF\pi .$$

Now measure the fall in metal chemical potential as a voltage:

$$\varepsilon(x)=\frac{\mu_M(0)-\mu_M(x)}{zF},\qquad
\frac{d\varepsilon}{dx}=-\frac{1}{zF}\frac{d\mu_M}{dx}.$$

Substituting $\eta_{ion}$ into the ionic law gives

$$i_{ion}=-\sigma_i\left(\frac{1}{zF}\frac{d\mu_M}{dx}+\frac{d\pi}{dx}\right)
=\sigma_i\frac{d}{dx}(\varepsilon-\pi).$$

The ions feel the chemical drive minus the applied voltage. The electrons feel the gradient of $\pi$.

**The Nernst voltage**

Reversible electrodes fix $\mu_M$ at each face at its equilibrium value and pass electrons without a voltage loss. For a nearly stoichiometric oxide $MO_{z/2}$, whose chemical potential is practically constant,

$$\mu_M+\frac z4\mu_{O_2}=\mu_{ox}.$$

Subtracting this relation at $x=L$ from the same relation at $x=0$,

$$\mu_M(0)-\mu_M(L)=\frac z4\left[\mu_{O_2}(L)-\mu_{O_2}(0)\right]
=\frac z4RT\ln\frac{p_{out}}{p_{in}}.$$

Here $p_{in}$ is the oxygen pressure in equilibrium with alloy and oxide, and $p_{out}$ is that of the gas, treated as ideal. Dividing by $zF$ gives the full change of $\varepsilon$ across the scale:

$$E_N=\varepsilon(L)-\varepsilon(0)=\frac{RT}{4F}\ln\frac{p_{out}}{p_{in}}.$$

**Integrating across the scale**

Let $V=\pi(L)-\pi(0)$ be the voltage of the gas-side contact relative to the alloy. I take the scale to be quasi-steady: its composition profile settles quickly compared with the growth of $L$. With no metal accumulating inside, $i_{ion}$ is independent of $x$. Electroneutrality makes $i_{ion}+i_e$ uniform, so $i_e$ is uniform too. Because the conductivities are constant, integration from $0$ to $L$ gives

$$i_{ion}L=\sigma_i(E_N-V),\qquad i_eL=-\sigma_eV,$$

and therefore

$$i_{ion}=\frac{\sigma_i(E_N-V)}{L},\qquad i_e=-\frac{\sigma_eV}{L}.$$

Each mole of metal carried across brings charge $zF$ and forms an oxide volume $V_m$, so

$$\frac{dL}{dt}=\frac{V_m i_{ion}}{zF}=\frac{V_m\sigma_i(E_N-V)}{zF\,L}.$$

Setting $V=E_N$ gives

$$i_{ion}=0,\qquad \frac{dL}{dt}=0,\qquad i_e=-\frac{\sigma_eE_N}{L}\neq0 .$$

This is the required result. The negative sign means conventional current from gas side to alloy inside the oxide, so electrons move from alloy to gas side. They leave through the gas-side contact and return to the alloy through the source. There is no net oxide formation to consume them.

**Why this is not equilibrium**

Equilibrium would require both $\eta_{ion}$ and $\eta_e$ to be uniform. At $V=E_N$ only the first is. Since there is no net chemical change, all the power from the source becomes heat:

$$P=E_N|i_e|=\frac{\sigma_eE_N^2}{L}\quad\text{per unit area}.$$

The state is steady but driven. In the limit $\sigma_e\to0$ the leakage and the heat vanish, and the scale becomes an ideal electrolyte balanced by the source.

**Why open circuit does not stop growth**

With no external current, $i_{ion}+i_e=0$. Hence

$$\sigma_i(E_N-V)=\sigma_eV
\quad\Rightarrow\quad
V_{oc}=\frac{\sigma_i}{\sigma_i+\sigma_e}E_N=t_iE_N,$$

where $t_i$ is the ionic transference number. Putting this into the ionic current,

$$i_{ion}=-i_e=\frac{\sigma_i\sigma_e}{\sigma_i+\sigma_e}\frac{E_N}{L}.$$

This is free oxidation: ions and electrons both travel outward, and their electrical currents cancel. Going from $V_{oc}$ to $E_N$ at the same thickness multiplies the leakage by $E_N/V_{oc}=1/t_i$.

At short circuit, $V=0$, the external wire carries the electrons and growth is faster, with $i_{ion}=\sigma_iE_N/L$ and no electronic current in the oxide. For $V>E_N$ the ionic current reverses and the oxide is reduced.

At fixed $V$, multiplying the growth equation by $L$ and integrating gives

$$L^2=L_0^2+\frac{2V_m\sigma_i(E_N-V)}{zF}\,t ,$$

as long as a scale remains. At $V=E_N$ the thickness stays at $L_0$, so the leakage is also constant in time.

**A numerical example**

Take rough values in the regime of an alumina scale on an alumina-forming alloy: $T=1373$ K, $L_0=2.0$ µm, $p_{in}=10^{-30}$ bar, $p_{out}=0.2$ bar, $\sigma_i=10^{-9}$ S/cm, $\sigma_e=4\times10^{-9}$ S/cm, $z=3$ and $V_m=12.8$ cm³ per mole of Al. This $p_{in}$ corresponds to an aluminium activity of roughly 0.1 at the alloy face (pure aluminium gives about $10^{-31.4}$ bar). An alloy with activity $10^{-3}$ would give $E_N$ near 1.8 V instead. Then $RT/F=0.1183$ V and

$$E_N=\frac{0.1183\ \text{V}}4\ln\frac{0.2}{10^{-30}}=1.996\ \text{V},\qquad
V_{oc}=0.200\,E_N=0.399\ \text{V}.$$

The leakage at the Nernst voltage is

$$|i_e|=\frac{(4\times10^{-9}\ \text{S/cm})(1.996\ \text{V})}{2.0\times10^{-4}\ \text{cm}}
=39.9\ \mu\text{A/cm}^2 .$$

At the initial thickness:

| $V$ (V) | $i_{ion}$ (µA/cm²) | $i_e$ (µA/cm²) | Growth (nm/h) |
|---|---|---|---|
| 0 | 9.98 | 0 | 15.9 |
| 0.399 | 7.98 | −7.98 | 12.7 |
| 1.996 | 0 | −39.9 | 0 |
| 2.195 | −1.00 | −43.9 | −1.6 |

At open circuit $V_m\sigma_i(E_N-V)/(zF)=7.06\times10^{-14}$ cm²/s. After 100 h, or $3.6\times10^5$ s,

$$L=\sqrt{(2.0\times10^{-4})^2+2(7.06\times10^{-14})(3.6\times10^5)}\ \text{cm}
=3.01\ \mu\text{m}.$$

At the Nernst voltage it is still 2.00 µm. The price is a source power of $39.9\ \mu\text{A/cm}^2\times1.996\ \text{V}\approx80$ µW/cm².

**What if the conductivities vary?**

The stopping voltage does not depend on their being constant. Dividing the ionic law by a positive $\sigma_i(x)$ before integrating gives

$$i_{ion}\int_0^L\frac{dx}{\sigma_i}=E_N-V ,$$

so $i_{ion}$ still vanishes at $V=E_N$. There $d\pi=d\varepsilon$, and the electronic law becomes $-i_e\,dx=\sigma_e\,d\varepsilon$. Hence

$$|i_e|=\frac1L\int_0^{E_N}\sigma_e\,d\varepsilon .$$

At open circuit write $i=i_{ion}=-i_e$. Then $d\pi/dx=i/\sigma_e$ and $d\varepsilon/dx=i/\sigma_i+i/\sigma_e$, which give

$$i=\frac1L\int_0^{E_N}\frac{\sigma_i\sigma_e}{\sigma_i+\sigma_e}\,d\varepsilon,\qquad
V_{oc}=\int_0^{E_N}\frac{\sigma_i}{\sigma_i+\sigma_e}\,d\varepsilon .$$

Suppose dopants fix the ionic defect concentration, so that $\mu_{ion}$ and $\sigma_i$ are uniform. Then $\mu_M=\mu_{ion}+z\mu_e$ implies $d\mu_e=-F\,d\varepsilon$. For dilute carriers the electron density varies as $e^{-F\varepsilon/RT}$ and the hole density as $e^{+F\varepsilon/RT}$. If the two contributions are equal at mid-range,

$$\sigma_e=\sigma_{min}\cosh\frac{F(\varepsilon-E_N/2)}{RT}.$$

I keep the mean of $\sigma_e$ over $\varepsilon$ at $4\times10^{-9}$ S/cm, which holds the leakage at arrest fixed. The local value then runs from $1.5\times10^{-11}$ S/cm at mid-range to $3.4\times10^{-8}$ S/cm at the faces. Open-circuit growth falls to 0.53 of the constant-conductivity value, and $V_{oc}$ rises from 0.40 to 1.16 V. The simple factor $1/t_i$ no longer applies, but growth still stops at 1.996 V.

This case also shows why "voltage" must not be read as "electric field". At arrest $\eta_{ion}=\mu_{ion}+zF\phi$ is uniform. Since $\mu_{ion}$ is uniform too, so is $\phi$: the leakage is pure diffusion of electrons and holes, with no field in the interior.

**How this compares with a real alumina scale**

Growth by a few micrometres or less in 100 h near 1100 °C is a reasonable order of magnitude for alumina. The partial conductivities are much less certain, since they depend strongly on purity and grain structure, and the leakage scales directly with $\sigma_e$. Constant conductivities are a strong simplification at this voltage. For dilute carriers, local equilibrium makes $c_{ion}n^3$ change by $e^{3FE_N/RT}\approx10^{22}$ across the scale, so $\sigma_i$ and $\sigma_e$ cannot both stay constant. In the varying case above, open-circuit growth was roughly halved and $V_{oc}$ nearly tripled. Those figures belong to the symmetric choice: with the electron–hole crossover near one face and the same mean $\sigma_e$, growth falls to about 0.31 of the constant value and $V_{oc}$ rises to about 1.5 V.

Real alumina also transports oxygen, partly along grain boundaries. This does not by itself change the stopping voltage. Local equilibrium with the oxide requires $\eta_{ion}+(z/2)\eta_{O^{2-}}=\mu_{ox}$, so when $\eta_{ion}$ and $\mu_{ox}$ are uniform, $\eta_{O^{2-}}$ is uniform as well. A pressure difference $\Delta P$ across the scale, from growth stress, changes $\mu_{ox}$ by about $V_m\Delta P$. It separates the stopping voltages of metal and oxygen ions by $V_m\Delta P/zF$, about 44 mV per GPa. The result also relies on each species responding only to its own gradient. A cross term $-\sigma_c\,d\pi/dx$ in $i_{ion}$ moves the stopping voltage to $\sigma_iE_N/(\sigma_i+\sigma_c)$, a shift of about 0.1 V for $|\sigma_c|=0.05\,\sigma_i$. Cracks that admit oxygen molecules do break the argument, because a voltage does not hold back a neutral gas.

If the whole voltage were an electric field, it would be 0.01 MV/cm, about 1% of a rough 1 MV/cm breakdown field for a good film near room temperature. Breakdown fields of oxides generally fall on heating, so the room-temperature figure does not establish the margin at 1373 K, which may be much smaller. At 0.01 MV/cm, a one-dimensional Poole–Frenkel estimate with optical permittivity 3 would multiply the leakage by roughly 1.4; averaging the emission over directions lowers this to about 1.1. Self-heating is about 1 mK for black-body loss from one face.

In practice $V$ must be the voltage across the scale itself, excluding losses in leads and contacts. In the constant-conductivity example, if it is 10 mV too low, the remaining growth is $0.010/(1.996-0.399)=0.63\%$ of the open-circuit rate at the same thickness. A tenfold fall in aluminium activity at the alloy face lowers $E_N$ by 91 mV, so a source left at the old setting would slowly reduce the scale. The program also estimates nonlinear ion hopping, electron tunnelling and the Debye length.

## Calculated quantities

```
temperature 1373 K, R T/F = 0.1183 V
oxygen pressure: alloy side 1e-30 bar, gas side 0.2 bar
conductivity: ionic 1e-09, electronic 4e-09 S/cm
scale thickness 2.0 um, oxide volume 12.8 cm3/mol Al
ionic transference number 0.200
Nernst voltage 1.9956 V
open-circuit voltage 0.3991 V
voltage V | ionic, electronic, total uA/cm2 | growth nm/h
0.0000 | 9.978, 0.000, 9.978 | 15.885
0.3991 | 7.983, -7.983, 0.000 | 12.708
1.0000 | 4.978, -20.000, -15.022 | 7.925
1.9956 | 0.000, -39.913, -39.913 | 0.000
2.1952 | -0.998, -43.904, -44.902 | -1.588
V_M s_i (E_N-V)/(zF), open circuit: 7.060e-14 cm2/s
thickness after 100 h, short circuit: 3.218 um
thickness after 100 h, open circuit: 3.014 um
thickness after 100 h, Nernst voltage: 2.000 um
leakage at Nernst / at open circuit: 5.00
source power at Nernst voltage 79.7 uW/cm2
varying s_e (electrons and holes), same mean and same leakage:
  lowest s_e 1.47e-11, at the faces 3.37e-08 S/cm
  open-circuit growth relative to constant s_e 0.526
  open-circuit voltage 1.156 V
mean field if all voltage were field 0.0100 MV/cm
  fraction of a rough 1 MV/cm breakdown field 0.0100
  Poole-Frenkel leakage factor (optical permittivity 3) 1.45
  nonlinear hopping correction (0.3 nm jump) 2.4e-06
  log10 of tunnelling factor (1 eV barrier) -2973
Debye length (dopant 1e-4 per Al, permittivity 10) 3.7 nm
self-heating, black-body loss from one face 1.36 mK
E_N shift per decade of gas oxygen pressure 68.1 mV
E_N shift per decade of Al activity 90.8 mV
growth left if V is 10 mV low, relative to open circuit 0.63 %
```
